# Effective surface recombination velocity from J0s in a uniformly injected wafer

## Which surface parameter to enter

A wafer simulation or a lifetime analysis needs a boundary condition at each face. One may enter a fixed velocity $S$, so that the recombination current is $qS\Delta$, or a fixed current parameter $J_{0s}$. The two choices can be matched at one doping and one excess density $\Delta$, but in general they differ elsewhere. If $J_{0s}$ is the constant, the velocity depends on doping and injection:

$$
S_{\rm eff}=\frac{J_{0s}(N+\Delta)}{q n_i^2}.
$$

This appendix derives the formula, corrects it for light doping, and finds when a constant $J_{0s}$ is justified. Densities are in cm$^{-3}$, lengths in cm, currents in A/cm$^2$, and $q>0$.

## The velocity law

Take a p-type wafer with $N$ ionized acceptors per volume and Boltzmann statistics. Let $n$ and $p$ be the densities in the neutral wafer just inside the surface space-charge layer. The surface current, positive for recombination and counted per face, is

$$
J_s=J_{0s}\left(\frac{np}{n_i^2}-1\right). \tag{1}
$$

It vanishes at equilibrium, where $n_0p_0=n_i^2$. Neutrality requires $p_0-n_0=N$. The sum $M=n_0+p_0$ follows from

$$
M^2=(p_0-n_0)^2+4n_0p_0=N^2+4n_i^2,\qquad M=\sqrt{N^2+4n_i^2}. \tag{2}
$$

Injection adds equal densities of electrons and holes, because the wafer stays neutral: $n=n_0+\Delta$ and $p=p_0+\Delta$. Hence

$$
np-n_i^2=n_0p_0+(n_0+p_0)\Delta+\Delta^2-n_i^2=\Delta(M+\Delta). \tag{3}
$$

The effective velocity is defined by $J_s=qS_{\rm eff}\Delta$. Inserting (3) in (1) and dividing by $q\Delta$ gives

$$
S_{\rm eff}=\frac{J_{0s}}{q n_i^2}(M+\Delta). \tag{4}
$$

No approximation was made between (1) and (4). An n-type wafer gives the same result, since exchanging $n_0$ and $p_0$ leaves $M$ unchanged.

Replacing $M$ by $N$ gives the usual form. From (2), $M-N=4n_i^2/(M+N)$, which is about $2n_i^2/N$ when $N\gg n_i$. Relative to (4), the replacement lowers $S_{\rm eff}$ by the fraction $(M-N)/(M+\Delta)$. It is harmless when $2n_i^2\ll N(N+\Delta)$.

For $\Delta\ll M$ the velocity is constant in injection and, in a doped wafer with fixed $J_{0s}$, proportional to $N$. For $\Delta\gg M$ it grows in proportion to $\Delta$, and the current grows as $\Delta^2$.

The value of $n_i$ in (4) must be the one used to extract $J_{0s}$. What the wafer fixes is the ratio $J_{0s}/n_i^2$; a quoted $J_{0s}$ without its $n_i$ does not determine a velocity.

## Why J0s can be constant

Equation (4) is useful if $J_{0s}$ does not itself depend on $\Delta$. This has to come from the physics of the surface.

Consider surface traps of one energy with occupied fraction $f$. Let $S_n$ and $S_p$ be their capture velocities for electrons and holes, and $n_s$ and $p_s$ the densities at the surface. With emission included, the net capture rates per area are

$$
U_n=S_n[(1-f)n_s-fn_1],\qquad U_p=S_p[fp_s-(1-f)p_1].
$$

The emission constants $n_1$ and $p_1$ are set by the trap energy and satisfy $n_1p_1=n_i^2$, so that both rates vanish at equilibrium. In steady state $U_n=U_p$, which gives

$$
f=\frac{S_nn_s+S_pp_1}{S_n(n_s+n_1)+S_p(p_s+p_1)}.
$$

Put this into $U_n$. The terms in $S_n^2n_sn_1$ cancel, and division by $S_nS_p$ leaves the Shockley-Read-Hall rate

$$
U=\frac{n_sp_s-n_i^2}{(n_s+n_1)/S_p+(p_s+p_1)/S_n}. \tag{5}
$$

Let $u=q\phi/kT$ be the scaled potential, zero in the neutral wafer. If the quasi-Fermi levels are flat across the thin layer, then $n_s=ne^{u_s}$ and $p_s=pe^{-u_s}$, so $n_sp_s=np$. Comparing $J_s=qU$ with (1) identifies

$$
J_{0s}=\frac{q n_i^2}{(n_s+n_1)/S_p+(p_s+p_1)/S_n}. \tag{6}
$$

When holes crowd the surface so strongly that $p_s/S_n$ far exceeds the other terms in the denominator, which also depend on the trap level and on $S_p$,

$$
J_{0s}\simeq\frac{qS_nn_i^2}{p_s},\qquad S_{\rm eff}\simeq S_n\frac{M+\Delta}{p_s}. \tag{7}
$$

Electron capture then limits the rate, because electrons are scarce at the surface. The factor $n_i^2$ has cancelled from the velocity. What remains to be shown is that $p_s$ is nearly independent of $\Delta$.

## Surface density from fixed charge

Let a passivating film hold negative charge of magnitude $Q$ per area, mirrored entirely by the wafer; there is no gate and no change of trapped charge. In the neutral wafer $p-n=N$, with or without injection. With $x$ the distance from the surface, Poisson's equation reads

$$
u''=-\frac{q^2}{\varepsilon kT}\left(pe^{-u}-ne^{u}-N\right).
$$

Multiply by $2u'$ and integrate from the neutral region, where $u=u'=0$:

$$
(u')^2=\frac{2q^2}{\varepsilon kT}\left[p(e^{-u}-1)+n(e^u-1)+Nu\right].
$$

Gauss's law gives a surface field of magnitude $Q/\varepsilon$, so $|u'_s|=qQ/(\varepsilon kT)$. Squaring this and equating the two expressions at the surface yields

$$
p_s+n_s=M+2\Delta-Nu_s+P_Q,\qquad P_Q=\frac{Q^2}{2\varepsilon kT}, \tag{8}
$$

where $n+p=M+2\Delta$ was used. Negative film charge makes $u_s<0$, so $-Nu_s$ is positive.

If $P_Q$ exceeds the other terms by a wide margin, then $p_s\simeq P_Q$. The charge, not the injection, sets the surface density, and $J_{0s}$ is nearly constant where (7) applies. For equal capture velocities $S_n=S_p=S_0$ and a midgap level with $n_1=p_1=n_i$, (6) and (8) combine to

$$
J_{0s}(\Delta)=\frac{qS_0n_i^2}{P_Q+M+2\Delta-Nu_s+2n_i}. \tag{9}
$$

This shows the failure at high injection for equal capture velocities: $J_{0s}$ falls once $2\Delta$ is no longer small beside $P_Q$. If $S_n\gg S_p$ it fails earlier, because $n_s/S_p$ in (6), with $n_s\simeq np/P_Q$, rivals $p_s/S_n$ already near $\Delta\sim P_Q\sqrt{S_p/S_n}$. Heavy doping lowers it too, once $M-Nu_s$ is no longer small beside $P_Q$; a value of $J_{0s}$ found on a lightly doped wafer then cannot be carried over.

A second case is the uncharged surface, where $Q=0$ and $u_s=0$. Then

$$
S_{\rm eff}=S_0\frac{M+\Delta}{M+2\Delta+2n_i}. \tag{10}
$$

For $N\gg n_i$ this velocity goes from about $S_0$ at low injection to $S_0/2$ at high injection, and its low-injection value does not scale with doping. Such a surface is better described by a nearly constant velocity than by a constant $J_{0s}$, provided the traps themselves hold too little charge to bend the bands.

## Worked example: passivated germanium

Germanium has a large $n_i$, so the difference between $M$ and $N$ can be seen. The parameters are rough typical values: $T=300$ K, $n_i=2\times10^{13}$ cm$^{-3}$, relative permittivity 16, $N=10^{15}$ cm$^{-3}$ and thickness $W=200$ µm. The film holds $3\times10^{11}$ negative elementary charges per cm$^2$. The traps lie at midgap, with $S_n=S_p=2000$ cm/s.

The fixed charge gives $P_Q=1.97\times10^{17}$ cm$^{-3}$. The estimate (7) with $p_s=P_Q$ is then

$$
J_{0s}\simeq\frac{(1.602\times10^{-19})(2000)(4\times10^{26})}{1.97\times10^{17}}
=0.651\ \mu{\rm A/cm^2}.
$$

For the full model, Poisson's equation was integrated by a Runge-Kutta method from the neutral wafer towards the surface, until the field reached $Q/\varepsilon$. The densities found there were put into (5). At low injection this gives $J_{0s}=0.631$ µA/cm$^2$, about 3% below the estimate. Equation (8) accounts for the difference: $M$ and $-Nu_s$, with $|u_s|\simeq5.3$, add about $6\times10^{15}$ cm$^{-3}$ to the surface density.

At $\Delta=10^{15}$ cm$^{-3}$, $M=1.0008\times10^{15}$ cm$^{-3}$ and $np/n_i^2-1=5002$. Hence

$$
J_s=(0.6307\ \mu{\rm A/cm^2})(5002)=3.155\ {\rm mA/cm^2},
$$

$$
S_{\rm eff}=\frac{3.155\times10^{-3}}{(1.602\times10^{-19})(10^{15})}
=19.7\ {\rm cm/s}=0.197\ {\rm m/s}.
$$

The next table holds the low-injection $J_{0s}$ fixed in (4) and compares the result with the full surface model.

| $\Delta$ (cm$^{-3}$) | Full model (cm/s) | Eq. (4) (cm/s) | Ratio |
|---:|---:|---:|---:|
| $10^{13}$ | 9.95 | 9.95 | 1.000 |
| $10^{14}$ | 10.83 | 10.83 | 0.999 |
| $10^{15}$ | 19.57 | 19.69 | 0.994 |
| $10^{16}$ | 99.6 | 108.3 | 0.920 |
| $10^{17}$ | 506 | 994 | 0.509 |

The velocity doubles between low injection and $\Delta=N$, as (4) requires. At $10^{17}$ cm$^{-3}$ the term $2\Delta$ in (9) has reached $P_Q$, which halves $J_{0s}$. The law thus fails here at high injection by overestimating the velocity.

At $\Delta=10^{15}$ cm$^{-3}$, raising $S_n$ tenfold with all else fixed multiplies the current by 9.99. Raising $S_p$ tenfold instead changes it by 0.01%. This is the electron-limited regime of (7). Its range shrinks when hole capture is slow: with $S_p$ lowered a hundredfold, $J_{0s}$ at $\Delta=10^{16}$ cm$^{-3}$ is 0.75 of its low-injection value instead of 0.92.

With the film charge removed, the velocity is 1906 cm/s at $\Delta=10^{13}$ cm$^{-3}$ and 1316 cm/s at $10^{15}$ cm$^{-3}$, as (10) gives. The apparent $J_{0s}$ falls to 0.35 of its first value over the same range. These values neglect the charge on the traps. A capture velocity of 2000 cm/s corresponds to about $10^{10}$ to $10^{11}$ traps per cm$^2$ for cross sections of $10^{-14}$ to $10^{-15}$ cm$^2$. If $10^{10}$ traps per cm$^2$ are positive when empty, the two velocities become about 3500 and 1400 cm/s. With the film charge present, $10^{11}$ such traps per cm$^2$ cancel a third of it and raise $J_{0s}$ from 0.63 to 1.38 µA/cm$^2$, so $Q$ must be read as the net charge of film and traps.

The replacement of $M$ by $N$ matters at light doping. For $N=10^{15}$ cm$^{-3}$, $M$ exceeds $N$ by 0.08%; for $10^{14}$ cm$^{-3}$, by 7.7%. At the lighter doping and $\Delta=10^{12}$ cm$^{-3}$, the full model gives 1.10 cm/s. Equation (4) with the estimate 0.651 µA/cm$^2$ also gives 1.10 cm/s, while using $N$ gives 1.03 cm/s.

## What a lifetime probe measures

Let both faces be identical and let the bulk lifetime $\tau_b$ be constant. If the carriers in the thin space-charge layers are neglected, the excess per area is $W\Delta$, so

$$
W\frac{d\Delta}{dt}=-2S_{\rm eff}\Delta-\frac{W\Delta}{\tau_b}.
$$

Define $1/\tau=-(d\Delta/dt)/\Delta$. Then

$$
\frac1\tau=\frac1{\tau_b}+K(M+\Delta),\qquad K=\frac{2J_{0s}}{q n_i^2W}. \tag{11}
$$

The slope of $1/\tau$ against $\Delta$ is $K$, so $J_{0s}=(q n_i^2W/2)\,d(1/\tau)/d\Delta$. The constant bulk term drops out. With the full surface model, the slope between $0.5$ and $1.5\times10^{15}$ cm$^{-3}$ returns 0.617 µA/cm$^2$, 2% below the low-injection value. The slope also contains the slow fall of $J_{0s}$ in (9).

A small modulation on top of steady light measures a different velocity. Differentiating $J_s=(J_{0s}/n_i^2)(M\Delta+\Delta^2)$ at constant $J_{0s}$ gives

$$
S_{\rm diff}=\frac1q\frac{dJ_s}{d\Delta}=\frac{J_{0s}}{q n_i^2}(M+2\Delta). \tag{12}
$$

At $\Delta=10^{15}$ cm$^{-3}$ this is 29.5 cm/s, against $S_{\rm eff}=19.7$ cm/s; a finite difference of the full model's current gives 29.2 cm/s. Modulated data plotted against the steady $\Delta$ have slope $2K$. Treating them as data for (11) would double the inferred $J_{0s}$.

For surface recombination alone, (11) becomes $d\Delta/dt=-K\Delta(M+\Delta)$. Separate the variables with

$$
\frac{1}{\Delta(M+\Delta)}=\frac1M\left(\frac1\Delta-\frac1{M+\Delta}\right)
$$

and integrate from the initial excess $\Delta_i$:

$$
\frac{\Delta}{M+\Delta}=r,\qquad r=\frac{\Delta_i}{M+\Delta_i}e^{-KMt},\qquad \Delta=\frac{Mr}{1-r}. \tag{13}
$$

The decay is faster at first and becomes exponential at rate $KM$ when $\Delta\ll M$. In the example $KM=985$ s$^{-1}$. From $\Delta_i=10^{15}$ cm$^{-3}$, (13) gives $2.30\times10^{14}$ cm$^{-3}$ after 1 ms.

## When injection is uniform

Even illumination does not guarantee an even density, since carriers must diffuse to the faces. With no net electric current, electrons and holes have the same particle flux $F$. Let $z$ be the distance from the midplane and $e$ the electric field divided by $kT/q$. With diffusion coefficients $D_n$ and $D_p$,

$$
F=-D_n\frac{d\Delta}{dz}-D_nne,\qquad
F=-D_p\frac{d\Delta}{dz}+D_ppe.
$$

Divide the first equation by $D_nn$, the second by $D_pp$, and add. The field cancels, and multiplication by $np$ gives

$$
F=-D_a\frac{d\Delta}{dz},\qquad D_a=\frac{n+p}{n/D_p+p/D_n}. \tag{14}
$$

For the rough values $D_n=100$ and $D_p=50$ cm$^2$/s, $D_a=75$ cm$^2$/s at $\Delta=10^{15}$ cm$^{-3}$.

Under uniform steady generation $G$ without bulk loss, $F=Gz$. Each face removes $GW/2=S\Delta_s$, where $\Delta_s$ is the excess at the face and $S$ the velocity there. For nearly constant $D_a$, integration gives

$$
\Delta(z)=\Delta_s+\frac{G}{2D_a}\left(\frac{W^2}{4}-z^2\right).
$$

The average of $z^2$ is $W^2/12$, so the mean excess $\bar\Delta$ exceeds $\Delta_s$ by $GW^2/(12D_a)=S\Delta_sW/(6D_a)$. To first order, $\Delta_s=\bar\Delta(1-\delta)$ with $\delta=SW/(6D_a)$. Expanding the current, which is proportional to $\Delta_s(M+\Delta_s)$, gives

$$
\frac{S_{\rm app}}{S_{\rm eff}(\bar\Delta)}\simeq
1-\frac{SW}{6D_a}\,\frac{M+2\bar\Delta}{M+\bar\Delta}, \tag{15}
$$

where $S_{\rm app}$ is the current divided by $q\bar\Delta$. Uniformity therefore requires $SW/(6D_a)\ll1$.

Here the reduction is 0.13%. Numerical integration of (14), with $J_{0s}$ raised tenfold and $\Delta_s$ held at $10^{15}$ cm$^{-3}$, gives 1.30%; (15) gives 1.32%. Raised a thousandfold, the apparent velocity is 0.36 of the law evaluated at the mean density. Diffusion and surface recombination then both limit the loss, and (4) must be applied with the density at the face.

## Use with real wafers

The surface lifetime in the example is $W/(2S_{\rm eff})=508$ µs. Real germanium also recombines in the bulk. A rough bulk trap lifetime of 1 ms adds 1000 s$^{-1}$ to the surface rate of 1969 s$^{-1}$ and shortens the total lifetime to 337 µs, a reduction of 34%. Radiative and Auger recombination, with rough coefficients $5\times10^{-14}$ cm$^3$/s and $10^{-31}$ cm$^6$/s, add about 100 s$^{-1}$ at $\Delta=10^{15}$ cm$^{-3}$. The radiative part grows linearly with $\Delta$, so the slope method counts it as surface loss. Its coefficient is 5% of $K=9.8\times10^{-13}$ cm$^3$/s, and the inferred $J_{0s}$ is too high by that fraction unless it is subtracted. A bulk trap lifetime that changes with injection also enters the slope, and can raise or lower it. The method therefore needs a bulk lifetime that is constant over the range used, or known separately.

The prediction of $J_{0s}$ from film charge is less secure than the conversion (4). For a hole of rough mass 0.3 electron masses, the lowest level in a triangular well with the full surface field is 26.5 meV, comparable with $kT=25.9$ meV. The mass depends on direction and band: heavy holes give about 30 meV along [100] and 22 meV along [111], light holes about 50 meV. Confinement can thus alter the classical surface density, by an amount this model does not supply. The degeneracy measure $p_s/(\sqrt8N_v)$, with a rough valence-band density $N_v=5\times10^{18}$ cm$^{-3}$, is about 1.4%. The band bending, 0.14 eV at low injection and 0.12 eV at $\Delta=10^{15}$ cm$^{-3}$, is well below the rough gap of 0.66 eV, so the bending does not bring the valence and conduction bands into overlap. The surface field is 0.034 MV/cm.

Temperature enters through the conversion. With $n_i^2\propto T^3\exp(-E_0/kT)$ and $E_0\simeq0.78$ eV, the gap extrapolated linearly from room temperature to 0 K rather than the actual zero-temperature gap of 0.74 eV, $n_i^2$ rises by about 12% from 300 to 301 K. Combining a fixed $J_{0s}$ with an $n_i$ taken one kelvin too high therefore lowers the calculated velocity by about 10%.

In a solver that carries $n$ and $p$ separately, apply (1) directly. At constant $J_{0s}$ its derivatives are $\partial J_s/\partial n=J_{0s}p/n_i^2$ and $\partial J_s/\partial p=J_{0s}n/n_i^2$. If one excess density is carried, use $qS_{\rm eff}\Delta$ for the current and $qS_{\rm diff}$ for its derivative. That density belongs to the neutral side of the space-charge layer. If the mesh resolves the layer, the product $np$ may be read at the physical surface while the quasi-Fermi levels are flat, but the excess density there may not be used in $S_{\rm eff}\Delta$.
